\section*{Ballistic Conductance of a Copper–Liner Interface as a Free-Electron Step}

\section{What is being counted}

\textbf{Q.} You want to replace a copper--liner interface by a step in a free-electron potential. What exactly is the model, and which conductance do you mean?

\textbf{A.} Two half-spaces meet at the plane $z=0$. In side $i$ ($1$ copper, $2$ liner) an electron has energy $E=V_i+\hbar^2k^2/2m$, with the same mass $m$ on both sides. In equilibrium the Fermi energy $E_F$ is common, so the Fermi wavevectors $k_1,k_2$ fix the step:
\begin{equation}
V_2-V_1=\frac{\hbar^2}{2m}\left(k_1^2-k_2^2\right).
\end{equation}
The plane is flat and abrupt, and scattering at it is elastic. Each side is fed by a wide reservoir that fills the states moving towards the interface. I mean the current density divided by the voltage between these reservoirs, at zero temperature and to first order in the voltage. Below, $e>0$ is the elementary charge and currents are given as magnitudes.

\textbf{Q.} Fast electrons carry more current. Should the answer not contain a velocity?

\textbf{A.} It cancels. Let $T$ be the transmitted fraction of the incident flux. With two spins, the net current density is
\begin{equation}
j=2e\int\!\frac{d^2k_\parallel}{(2\pi)^2}\int_{v_z>0}\frac{dk_z}{2\pi}\,v_z\,T\,(f_1-f_2),
\end{equation}
where $f_1,f_2$ are the reservoir occupations. The return flow carries the same $T$, as the matching below will show. At fixed $k_\parallel$, $v_z=\hbar^{-1}\partial E/\partial k_z$, so $v_z\,dk_z=dE/\hbar$. At zero temperature $f_1-f_2$ equals one in an energy window of width $eV$ and zero elsewhere. Hence, with $h=2\pi\hbar$,
\begin{equation}
G\equiv\frac{j}{V}=\frac{2e^2}{h}\int\frac{d^2k_\parallel}{(2\pi)^2}\,T(k_\parallel)
=\frac{e^2}{\pi h}\int T\,k_\parallel\,dk_\parallel .
\label{eq:G}
\end{equation}
The last form uses $d^2k_\parallel=2\pi k_\parallel dk_\parallel$. Each transverse mode counts equally, whatever its speed. The equation reads the same in Gaussian units and in SI.

\section{Matched and unmatched modes}

\textbf{Q.} Then everything sits in $T$. What does the step do to one mode?

\textbf{A.} The potential depends on $z$ alone, so $k_\parallel$ is conserved along with $E$. The normal wavevectors at the Fermi energy are
\begin{equation}
p_i=\sqrt{k_i^2-k_\parallel^2}.
\end{equation}
Suppose first that both are real. A wave of unit amplitude arrives from side $a$ and leaves into side $b$. Continuity of $\psi$ and $\psi'$ gives
\begin{equation}
1+r=t,\qquad p_a(1-r)=p_b t .
\end{equation}
Inserting $t=1+r$ in the second condition yields
\begin{equation}
r=\frac{p_a-p_b}{p_a+p_b},\qquad t=\frac{2p_a}{p_a+p_b}.
\end{equation}
Flux is proportional to $p|\psi|^2$, so
\begin{equation}
T=\frac{p_b}{p_a}\,t^2=\frac{4p_ap_b}{(p_a+p_b)^2}.
\label{eq:T}
\end{equation}
Exchanging $a$ and $b$ changes nothing, which is the symmetry used for the return flow.

\textbf{Q.} And when the other side has no state with that $k_\parallel$? The wave still leaks across. Why should that part carry no current?

\textbf{A.} Write $k_<$ and $k_>$ for the smaller and larger of $k_1,k_2$, and $p,q$ for the corresponding normal wavevectors. For $k_<<k_\parallel<k_>$ the electron can arrive from the $k_>$ side alone. There $q$ is real, but $p=i\kappa$ with $\kappa=\sqrt{k_\parallel^2-k_<^2}$. The same matching gives
\begin{equation}
r=\frac{q-i\kappa}{q+i\kappa},\qquad |r|^2=\frac{q^2+\kappa^2}{q^2+\kappa^2}=1 .
\end{equation}
The wave beyond the step is $\psi=t\,e^{-\kappa z}$ with $t\neq0$. Its normal current is
\begin{equation}
\frac{\hbar}{m}\,\mathrm{Im}(\psi^*\psi')=\frac{\hbar}{m}\,\mathrm{Im}\left(-\kappa|t|^2e^{-2\kappa z}\right)=0 .
\end{equation}
There is density past the step but no normal flow. This is total reflection beyond a critical angle $\theta_c$ from the normal, with $\sin\theta_c=k_</k_>$. If the liner had the larger Fermi wavevector, every copper mode would find a match and the liner's outer modes would be reflected instead.

\section{The integral}

\textbf{Q.} The upper limit in \eqref{eq:G} is therefore $k_<$. But $T$ holds two square roots. Is there a closed form, or only a numerical one?

\textbf{A.} There is a closed form. The difference $q^2-p^2=k_>^2-k_<^2\equiv\Delta^2$ does not depend on $k_\parallel$. Take $s=p+q$ as the variable. Then $q-p=\Delta^2/s$, and
\begin{equation}
p=\frac12\left(s-\frac{\Delta^2}{s}\right),\qquad
4pq=s^2-\frac{\Delta^4}{s^2},\qquad
T=\frac{4pq}{s^2}=1-\frac{\Delta^4}{s^4}.
\end{equation}
From $p^2=k_<^2-k_\parallel^2$ we have $k_\parallel dk_\parallel=-p\,dp$, where
\begin{equation}
p\,dp=\frac14\left(s-\frac{\Delta^2}{s}\right)\left(1+\frac{\Delta^2}{s^2}\right)ds
=\frac{s}{4}\left(1-\frac{\Delta^4}{s^4}\right)ds .
\end{equation}
At $k_\parallel=0$, $s=S\equiv k_>+k_<$. At $k_\parallel=k_<$, $p=0$ and $s=q=\Delta$. The minus sign reverses the limits:
\begin{align}
I\equiv\int_0^{k_<}\!T\,k_\parallel dk_\parallel
&=\frac14\int_\Delta^S\left(s-\frac{2\Delta^4}{s^3}+\frac{\Delta^8}{s^7}\right)ds\nonumber\\
&=\frac14\left[\frac{s^2}{2}+\frac{\Delta^4}{s^2}-\frac{\Delta^8}{6s^6}\right]_\Delta^S .
\end{align}
The lower limit contributes $\Delta^2(\tfrac12+1-\tfrac16)=\tfrac43\Delta^2$. With $D=k_>-k_<$ and $\eta=D/S$, we have $\Delta^2=DS=\eta S^2$, so
\begin{equation}
I=\frac{S^2}{8}\left(1-\frac{8\eta}{3}+2\eta^2-\frac{\eta^4}{3}\right)
=\frac{S^2}{8}(1-\eta)^3\left(1+\frac{\eta}{3}\right).
\end{equation}
The factorisation follows by multiplying $1-3\eta+3\eta^2-\eta^3$ by $1+\eta/3$: the cubic terms cancel. Finally $1-\eta=2k_</S$ and $1+\eta/3=2(2k_>+k_<)/(3S)$. Thus
\begin{equation}
I=\frac{2k_<^3(2k_>+k_<)}{3(k_>+k_<)^2},\qquad
\boxed{G=\frac{e^2}{h}\,\frac{2k_<^3(2k_>+k_<)}{3\pi(k_>+k_<)^2}}
\label{eq:result}
\end{equation}

\textbf{Q.} Does it behave sensibly at the ends?

\textbf{A.} For $k_1=k_2=k$ it gives $e^2k^2/(2\pi h)$, which is \eqref{eq:G} with $T=1$ for all $k_\parallel<k$. Call this the Sharvin conductance $G_{Si}$ of side $i$. For $k_<\ll k_>$,
\begin{equation}
G\to\frac{4e^2k_<^3}{3\pi h\,k_>}.
\end{equation}
Two powers of $k_<$ count the matched modes. The third comes from their poor transmission. To separate the two effects, put $x=k_</k_>$ and divide $I$ by its value $k_<^2/2$ for perfect transmission:
\begin{equation}
G=\frac{e^2k_<^2}{2\pi h}\,\bar T,\qquad \bar T=\frac{4x(2+x)}{3(1+x)^2}.
\end{equation}

\textbf{Q.} For a weak step, could I simply use the normal-incidence reflection for all matched modes?

\textbf{A.} No, it has the wrong power. Normal incidence reflects $[(1-x)/(1+x)]^2\simeq(1-x)^2/4$, whereas
\begin{equation}
1-\bar T=\frac{3(1+x)^2-8x-4x^2}{3(1+x)^2}
=\frac{(1-x)(3+x)}{3(1+x)^2}\simeq\frac{1-x}{3}.
\end{equation}
The linear term comes from grazing modes. The reflection is $\Delta^4/s^4$, which falls from one at $p=0$ to about 3\% at $p=\Delta$, where $s=(1+\sqrt2)\Delta$. Modes with $p<\Delta$ fill a fraction $\Delta^2/k_<^2\simeq2(1-x)$ of the matched disc. For $p\gg\Delta$ the reflection falls as $p^{-4}$, so the integral over $p\,dp$ gets its main part from $p<\Delta$ and is proportional to $1-x$. Direct quadrature of \eqref{eq:T} at $1-x=0.001$ gives a slope of $0.3336$.

\section{The resistance the interface adds}

\textbf{Q.} Something is wrong. With no step at all, $1/G$ is still finite. Are you charging the interface for a resistance that is not its own?

\textbf{A.} $1/G$ includes the cost of feeding finitely many modes from wide reservoirs. To find what the liner adds, compare copper--liner--copper with uninterrupted copper. Assume that scattering inside the liner mixes the modes within each direction of travel and destroys phase memory. Backscattering in the liner bulk is counted separately.

Flux spread evenly over the liner modes crosses a wall with mean probability $P=G/G_{S2}$; unmatched modes enter with $T=0$. Flux entering the liner can leave at the far wall on the first encounter, or after two reflections, four, and so on:
\begin{equation}
G_{\rm stack}=G\,P\sum_{n=0}^{\infty}(1-P)^{2n}=\frac{GP}{1-(1-P)^2}=\frac{G}{2-P}.
\end{equation}
Therefore $1/G_{\rm stack}=2/G-1/G_{S2}$. Subtracting $1/G_{S1}$ for plain copper and halving gives the added resistance per interface,
\begin{equation}
R_x=\frac1G-\frac12\left(\frac1{G_{S1}}+\frac1{G_{S2}}\right).
\label{eq:Rx}
\end{equation}
For $k_2<k_1$, so that $x=k_2/k_1$, use $G_{S2}=x^2G_{S1}$ and $G=x^2\bar T\,G_{S1}$:
\begin{align}
G_{S1}R_x&=\frac{3(1+x)^2}{4x^3(2+x)}-\frac{1+x^2}{2x^2}
=\frac{3(1+x)^2-2x(2+x)(1+x^2)}{4x^3(2+x)}\nonumber\\
&=\frac{3+2x+x^2-4x^3-2x^4}{4x^3(2+x)}
=\frac{(1-x)(3+5x+6x^2+2x^3)}{4x^3(2+x)} .
\end{align}
It vanishes at $x=1$, as an added resistance must, and is positive for $0<x<1$.

\section{Numbers for a tantalum-type liner}

\textbf{Q.} Put in numbers. Where do you get a free-electron tantalum?

\textbf{A.} I do not claim one. I take a band depth $E_F-V_1=7$~eV, rough for copper, and a round model value $E_F-V_2=4$~eV for the $s$-like carriers of a tantalum-type liner. With rough lattice constants these imply 0.98 carriers per copper atom and 0.65 per tantalum atom. The second figure follows from the assumed 4~eV and is not a measured count. The step is 3~eV, $k_1=13.55$~nm$^{-1}$ and $k_2=10.25$~nm$^{-1}$, so $x=0.756$.

The critical angle in copper is $49.1^\circ$. A fraction $1-x^2=42.9\%$ of the copper modes has no partner and is totally reflected. Their waves reach into the liner with amplitude decay lengths of at least 0.113~nm. For the matched modes,
\begin{equation}
\bar T=\frac{4(0.7559)(2.7559)}{3(1.7559)^2}=0.901 .
\end{equation}
Partial reflection thus removes a further 5.7\% of the copper modes, and 51.5\% get through. In this count of lost modes, missing partners matter far more than imperfect matching. Their lead is smaller in the added resistance computed below: with perfect transmission of every matched mode, \eqref{eq:Rx} would still give about two thirds of its value. With $G_{S2}=6.47\times10^{10}$~S/cm$^2$,
\begin{equation}
G=0.901\times6.47\times10^{10}=5.83\times10^{10}\ \mathrm{S/cm^2},
\end{equation}
or $5.24\times10^{22}$~s$^{-1}$cm$^{-1}$ in Gaussian units. Solving the discretised wave equation and integrating the flux over a narrow energy shell gives the same $5.8317\times10^{10}$~S/cm$^2$ as \eqref{eq:result} to the five digits printed in the numerical output.

\textbf{Q.} And the part that belongs to the interface?

\textbf{A.} In units of $10^{-12}\ \Omega\,$cm$^2$, $1/G=17.15$, while the mean of $1/G_{S1}$ and $1/G_{S2}$ is 12.14. Hence $R_x=5.01$, less than a third of $1/G$. Two interfaces add 10.0. A 2~nm liner with a rough resistivity of $200\ \mu\Omega\,$cm has a bulk resistance of
\begin{equation}
(2\times10^{-4}\ \Omega\,\mathrm{cm})(2\times10^{-7}\ \mathrm{cm})=40\times10^{-12}\ \Omega\,\mathrm{cm^2}.
\end{equation}
The interfaces are a quarter of that. In a via 20~nm square, of area $4\times10^{-12}$~cm$^2$, they add 2.5~$\Omega$ beside 10~$\Omega$ from the bulk. Adding the two in series is an estimate. It is helped by the model's mean free path in the liner, 0.58~nm, which is shorter than the liner is thick.

\textbf{Q.} So thinning the liner eventually stops paying?

\textbf{A.} At fixed resistivity the bulk term falls with thickness and the interface term does not. They would be equal near 0.5~nm, but that is below the mean free path, where an ohmic bulk term and full mode mixing no longer hold. The safe statement is that, as long as the resistivity stays fixed, the interface share grows as the liner is thinned from 2~nm.

\section{Where the model gives way}

\textbf{Q.} Real interfaces are neither abrupt nor flat. How far do your numbers move?

\textbf{A.} Take the changes one at a time, with the two Fermi wavevectors held fixed.

Spreading the step as $1/(1+e^{-z/w})$ with $w=0.05$~nm raises $G$ by 6.9\%. It weakens partial reflection but cannot open unmatched modes, so no grading of this kind can lift $G$ above $G_{S2}$, 11\% above the abrupt value. A liner mass of $1.5m$, with $\psi'/m$ continuous in place of $\psi'$, lowers $G$ by 13\%. Because $R_x$ is a difference, it reacts more strongly. Equation \eqref{eq:Rx} gives $17.15/1.0685-12.14=3.9$ for the graded step and $17.15/0.869-12.14=7.6$ for the heavier mass, in the same units, against 5.0.

\textbf{Q.} And roughness? It destroys the conservation of $k_\parallel$ on which your total reflection rests.

\textbf{A.} Take the extreme case: an electron leaving the interface has forgotten its side and direction of arrival, and every outgoing mode is equally likely. From copper, the chance of ending in the liner is the liner's share of all modes, $G_{S2}/(G_{S1}+G_{S2})$. Therefore
\begin{equation}
G_{\rm diff}=\frac{G_{S1}G_{S2}}{G_{S1}+G_{S2}} .
\end{equation}
As a test, 200 random unitary scattering matrices joining 28 modes to 16 gave a mean total transmission within 1\% of $28\times16/44$.

This complete randomising does open the unmatched copper modes, yet $G$ falls by 29\%. Each copper mode now transmits 36\%, below the specular average of 51.5\%, because the matched modes lose more than the others gain. For $x\ll1$ the order reverses: per copper mode the diffuse value tends to $x^2$ and the specular one to $8x^3/3$. Since $1/G_{\rm diff}=1/G_{S1}+1/G_{S2}$, \eqref{eq:Rx} gives $R_x=12.1\times10^{-12}\ \Omega\,$cm$^2$, more than twice the specular value. This is a limiting case, not an estimate for a merely rough step, which randomises the electrons less completely and can even raise $G$.

\textbf{Q.} What about a warm chip, a thin liner, a narrow via and a working current?

\textbf{A.} These are smaller. Thermal averaging at 378~K, with the band edges fixed, changes $G$ by 0.00035\%; phonon scattering is not in that figure. For a coherent 2~nm liner between two copper leads, tunnelling of the unmatched modes amounts to 0.012\% of $G$; the absence of mode mixing among the matched modes matters more, raising $G_{\rm stack}$ by about 2\% and lowering the added resistance per interface from 5.0 to 4.8 in units of $10^{-12}\ \Omega\,$cm$^2$. Hard walls around a 20~nm square via lower $G$ by 2.0\%. At 5~MA/cm$^2$ the drop $j/G$ is 0.086~mV, tiny against volt-scale band depths, so linear response is safe.

\textbf{Q.} Would you then quote $5\times10^{-12}\ \Omega\,$cm$^2$ for a real copper--tantalum contact?

\textbf{A.} No. The 2~nm thickness and $200\ \mu\Omega\,$cm are rough values in the range of thin, high-resistivity tantalum liners, and a nearly spherical Fermi surface is a fair start for copper. The weak point is tantalum. Its $d$ bands contribute strongly at the Fermi energy, so the number of matching modes and their coupling to copper are not those of one sphere; this model cannot size that error. Real stacks often also contain a nitride barrier, whose bulk and extra interfaces are missing here. Of the changes tried above at fixed Fermi wavevectors, complete randomising at the interface is the largest, moving $R_x$ from 5 to 12 in units of $10^{-12}\ \Omega\,$cm$^2$. The assumed liner band depth matters too: in the same units, \eqref{eq:Rx} gives 9.6 for 3~eV and 2.5 for 5~eV, in place of 5.0 for 4~eV. The example therefore gives only a rough scale, from a few to about ten times $10^{-12}\ \Omega\,$cm$^2$ per interface for these inputs. A prediction for a particular contact needs the actual band structures and the atomic arrangement at the interface.

\section*{Calculated quantities}
\begin{verbatim}
Copper band depth: 7 eV
Liner band depth: 4 eV
Potential step: 3 eV
Copper Fermi wavevector k1: 13.55 1/nm
Liner Fermi wavevector k2: 10.25 1/nm
Ratio x = k2/k1: 0.7559
Carriers per copper atom (rough a = 0.36 nm): 0.98
Carriers per Ta atom (rough a = 0.33 nm): 0.65
Critical angle in copper: 49.11 degrees
Shortest evanescent decay length: 0.1127 nm
Copper modes totally reflected: 42.86 %
Copper modes lost by partial reflection: 5.663 %
Copper modes transmitted, G/G_S1: 51.48 %
Mean transmission of matched modes: 0.9009
Normal-incidence reflection: 0.01932
Weak-step slope of mean reflection: 0.3336
Sharvin conductance copper G_S1: 1.133e+11 S/cm2
Sharvin conductance liner G_S2: 6.473e+10 S/cm2
Interface conductance G, closed form: 5.8317e+10 S/cm2
Interface conductance G, mesh and flux: 5.8317e+10 S/cm2
Interface conductance G, mode sum: 5.8317e+10 S/cm2
Interface conductance G, Gaussian: 5.241e+22 1/(s cm)
Two-reservoir resistance 1/G: 17.15 1e-12 ohm cm2
Added resistance per interface R_x: 5.01 1e-12 ohm cm2
Added resistance of two interfaces: 10.02 1e-12 ohm cm2
Liner thickness: 2 nm
Liner resistivity (rough): 200 micro-ohm cm
Liner bulk resistance: 40 1e-12 ohm cm2
Two interfaces over liner bulk: 25.05 %
Liner mean free path in this model: 0.58 nm
Via side: 20 nm
Two interfaces in the via: 2.5 ohm
Liner bulk in the via: 10 ohm
Graded-step width parameter: 0.05 nm
Change of G, graded step: 6.85 %
Liner mass in the mass test: 1.5 electron masses
Change of G, heavier liner at same k2: -13.1 %
Temperature of use: 378 K
Change of G, temperature: 0.00035 %
Closed-mode tunnelling through liner, share of G: 0.012 %
Change of G, hard-wall via: -2.01 %
Change of G, fully diffuse interface: -29.4 %
Added resistance R_x, fully diffuse: 12.14 1e-12 ohm cm2
Current density of use: 5 MA/cm2
Two-reservoir voltage drop j/G: 0.086 mV
\end{verbatim}
